# Why narrow isolated assist slits stay below the printing threshold

## Definitions and conventions

An assist slit is a narrow clear opening placed on a photomask to improve the image of a neighbouring feature without leaving a pattern of its own. Consider first one long slit of width \(w\) in an otherwise opaque mask. All lengths are given at wafer scale, after division by the reduction of the projection lens. The slit runs along \(y\), and its transmission is \(t(x)=1\) for \(|x|<w/2\) and zero elsewhere.

The lens has numerical aperture NA, and the light has vacuum wavelength \(\lambda\). The lens passes spatial frequencies \(|\nu|\le \mathrm{NA}/\lambda\). The natural length and the two dimensionless variables are

\[
R=\frac{\lambda}{\mathrm{NA}},\qquad u=\frac{w}{R},\qquad X=\frac{x}{R}.
\]

The image amplitude is \(E\) and the intensity is \(I=|E|^2\). Both are scaled so that a completely clear mask gives \(E=1\) and \(I=1\). The resist is described by a threshold \(T\): a slit prints where \(I\ge T\). We write \(\operatorname{sinc}z=\sin(\pi z)/(\pi z)\), with \(\operatorname{sinc}0=1\).

The model is scalar, the mask is thin, and the lens changes the phase but not the magnitude of the light it accepts. Illumination is at first coherent and on axis.

Within this model, a slit well below \(R\) has a peak amplitude proportional to \(w\) and a peak intensity proportional to \(w^2\). The square law makes the intensity fall quickly as the slit is narrowed, but an exponent alone cannot decide whether a slit prints. The prefactor and the threshold are needed too.

## From the slit to its image

The spectrum of the slit is

\[
\int_{-w/2}^{w/2}e^{-2\pi i\nu x'}dx'
=\frac{\sin(\pi\nu w)}{\pi\nu}=w\,\operatorname{sinc}(\nu w).
\]

The lens keeps the part with \(|\nu|\le 1/R\) and recombines it. Setting \(\nu=f/R\), so that \(d\nu=df/R\) and \(w/R=u\), gives

\[
E(X)=\int_{-1}^{1}u\,\operatorname{sinc}(uf)\,e^{2\pi i fX}\,df. \tag{1}
\]

For \(u\ll1\) the factor \(\operatorname{sinc}(uf)\) is close to one across the whole pupil. Then

\[
E(X)\simeq u\int_{-1}^{1}e^{2\pi i fX}df
=u\,\frac{\sin(2\pi X)}{\pi X}=2u\,\operatorname{sinc}(2X). \tag{2}
\]

The slit width appears only as a multiplier. The shape and width of the image are set by the lens. Narrowing the slit therefore lowers the image without making it appreciably narrower.

The integral can also be done without this approximation. Writing the spectrum as an integral over the slit and doing the pupil integral first, we obtain

\[
E(X)=\int_{-u/2}^{u/2}\frac{\sin[2\pi(X-X')]}{\pi(X-X')}\,dX'.
\]

With \(s=2\pi(X-X')\), this becomes

\[
E(X)=\frac{1}{\pi}\left\{\operatorname{Si}[\pi(2X+u)]-\operatorname{Si}[\pi(2X-u)]\right\},
\]

where \(\operatorname{Si}(z)=\int_0^z(\sin s/s)\,ds\). Because Si is odd, the centre value is

\[
E(0)=\frac{2}{\pi}\operatorname{Si}(\pi u). \tag{3}
\]

Integrating \(\sin s/s=1-s^2/6+\dots\) gives \(\operatorname{Si}(z)=z-z^3/18+\dots\). Hence

\[
E(0)=2u\left(1-\frac{\pi^2u^2}{18}+\dots\right),\qquad
I(0)=4u^2\left(1-\frac{\pi^2u^2}{9}+\dots\right). \tag{4}
\]

The centre is the peak for every \(u\le1\). In that range \(\operatorname{sinc}(uf)\ge0\) in the pupil, so all contributions to (1) add in phase at \(X=0\). Elsewhere their phases differ, and the magnitude of the sum cannot be larger.

The local exponent shows where the square law begins to fail. Differentiating (3) gives \(dE(0)/du=2\operatorname{sinc}u\), and therefore

\[
\frac{d\ln I(0)}{d\ln w}=\frac{2u}{E(0)}\frac{dE(0)}{du}
=\frac{4u\operatorname{sinc}u}{E(0)}. \tag{5}
\]

This tends to 2 as \(u\to0\). It falls to zero as \(u\) rises to 1, because the slit spectrum no longer fills the pupil evenly.

## Where the two powers of width come from

The power just behind the thin mask, measured by \(\int|t|^2dx\), equals \(w\). That is the first power of width. The second comes from diffraction: a narrower slit spreads its spectrum over a wider range, and the lens collects a smaller share. By Parseval's theorem the collected power is

\[
\int |E|^2dx=R\int_{-1}^{1}u^2\operatorname{sinc}^2(uf)\,df .
\]

Using \(\operatorname{sinc}^2z=1-\pi^2z^2/3+\dots\) and \(\int_{-1}^{1}f^2df=2/3\), and dividing by \(w=Ru\), we find the collected fraction

\[
\eta=u\int_{-1}^{1}\operatorname{sinc}^2(uf)\,df
=2u\left(1-\frac{\pi^2u^2}{9}+\dots\right). \tag{6}
\]

To leading order the collected power is \(2uw=2Ru^2\). It is spread over a fixed effective width, \(\int I\,dx/I(0)=2Ru^2/(4u^2)=R/2\). Dividing power by width returns \(I(0)=4u^2\).

Coherence across the slit is essential to this result. Suppose instead that the slit were divided into thin strips along \(y\), each still coherent along its length but radiating independently of its neighbours. Their intensities would add, each weighted by the line image \(|2\operatorname{sinc}(2X')|^2\). An unlimited clear area of such strips gives \(\int4\operatorname{sinc}^2(2X')dX'=2\), which sets the normalization. The slit centre would then have

\[
I_{\rm ind}(0)=\frac12\int_{-u/2}^{u/2}4\operatorname{sinc}^2(2X')\,dX'
=2u\left(1-\frac{\pi^2u^2}{9}+\dots\right). \tag{7}
\]

The series follows from \(\operatorname{sinc}^2(2X')\simeq1-4\pi^2X'^2/3\) and \(\int_{-u/2}^{u/2}X'^2dX'=u^3/12\). This peak is linear in width. The prefactor 2 belongs to strips that stay coherent along \(y\). Points independent in both directions under a circular pupil also give a linear law, but with the smaller prefactor \(16/(3\pi)\approx1.70\), derived in the section on partially coherent illumination. Each independent strip sends the same fraction of its light into the lens whether its opening is wide or narrow, so narrowing the slit brings no additional collection loss relative to the clear field.

## A sufficient condition for not printing

Since \(|\operatorname{sinc}(uf)|\le1\), equation (1) gives \(|E(X)|\le2u\) at every position and for every \(u\). A lens aberration or defocus multiplies the integrand by a phase factor of magnitude one, so it cannot break this bound. Thus \(I\le4u^2\), and an isolated slit does not print if

\[
w<\frac{R}{2}\sqrt{T}. \tag{8}
\]

This is sufficient but slightly strict. The in-focus threshold width solves \((2/\pi)\operatorname{Si}(\pi u)=\sqrt T\). For \(u\le1\), where the slit spectrum in the pupil is nonnegative, a phase aberration cannot raise the peak above its in-focus value either. Best focus is therefore the worst case for self-printing of an isolated slit under on-axis coherent light.

## How large the effect is

Take round model values \(\lambda=200\) nm, \(\mathrm{NA}=1.25\) and \(T=0.30\). An aperture above one implies an immersion liquid. The resolution length is \(R=200/1.25=160\) nm. The numbers below illustrate the scalar thin-mask model. They are not predictions for a real exposure tool, for reasons given in the last section.

For \(w=20\) nm, \(u=20/160=0.125\). The leading estimate is \(4u^2=0.0625\), and the correction factor is \(1-\pi^2(0.125)^2/9=0.983\), giving 0.0614. Direct quadrature over slit and pupil also gives 0.0614. Results for several widths are:

| \(w\) (nm) | \(E(0)\) | \(I(0)\) | exponent | \(I_{\rm ind}(0)\) |
|---:|---:|---:|---:|---:|
| 10 | 0.125 | 0.0156 | 1.99 | 0.124 |
| 20 | 0.248 | 0.0614 | 1.97 | 0.246 |
| 30 | 0.368 | 0.135 | 1.92 | 0.361 |
| 40 | 0.483 | 0.233 | 1.86 | 0.467 |

Doubling the width from 10 to 20 nm raises the peak by a factor of 3.95. At 80 nm, where \(u=0.5\), the exponent has dropped to 1.46 and the square law is no longer a good description. That slit has \(I(0)=0.762\) and prints.

The full width of the image at half its peak changes only from 70.9 to 71.9 nm when the slit grows from 10 to 40 nm. Over the step from 10 to 20 nm, the collected fraction rises from 0.124 to 0.246. These are the two ingredients of the power argument.

The 30 nm slit shows what coherence does. Its peak of 0.135 is less than half the threshold, whereas the independent strips of (7) would give 0.361 and print. The threshold widths are 45.8 nm for the coherent slit and 24.6 nm for independent strips. Points independent in both directions under a circular pupil give 0.309 at 30 nm and a threshold width of 29.1 nm. The sufficient condition (8) gives \(80\sqrt{0.30}=43.8\) nm.

Defocus was represented by a phase growing as \(f^2\) across the pupil. This is the small-angle form; at an aperture as high as this one, real defocus also contains higher powers of \(f\), so the defocused values are only illustrative. For the 20 nm slit, a phase of \(\pi\) at the pupil edge lowers the peak from 0.0614 to 0.0244.

## Partially coherent illumination

A real source has finite size. Let a source point have pupil coordinates \((s_x,s_y)\), in the same units as \(f\), and lie inside the circular pupil. Its tilt shifts the slit spectrum to \(u\operatorname{sinc}[u(f-s_x)]\). The slit is uniform along \(y\), so all its light crosses the pupil at height \(s_y\), where the available range is \(|f|\le\sqrt{1-s_y^2}\). For a narrow slit,

\[
E_s(0)\simeq u\int_{-\sqrt{1-s_y^2}}^{\sqrt{1-s_y^2}}df
=2u\sqrt{1-s_y^2}.
\]

Different source points are mutually incoherent, so their intensities are averaged:

\[
I(0)\simeq4u^2\left(1-\langle s_y^2\rangle\right). \tag{9}
\]

For a uniform disc of radius \(\sigma\le1\), \(\langle s_x^2+s_y^2\rangle=\sigma^2/2\). Symmetry assigns half to each direction, so \(\langle s_y^2\rangle=\sigma^2/4\) and

\[
I(0)\simeq4u^2\left(1-\frac{\sigma^2}{4}\right).
\]

The source changes the prefactor, not the leading exponent. The bound \(I\le4u^2\) also survives, because it holds for each source point. With \(\sigma=0.6\) the predicted factor is \(1-0.36/4=0.91\), and quadrature for a 1 nm slit gives 0.910. Between 10 and 20 nm the average exponent is 1.98.

A linear law would require a source much wider than the pupil, so that the illumination phase varies strongly across even a narrow slit. Equation (7) is the limit for a long line source with \(s_y=0\). For a very wide disc, integrating \(|E_s(0)|^2\) over all \(s_x\) gives \(4u(1-s_y^2)\) for a narrow slit by Parseval's theorem. Integrating this over \(|s_y|\le1\) gives \(16u/3\), and dividing by the pupil area \(\pi\), which fixes the clear field, gives \(I(0)\simeq16u/(3\pi)\approx1.70u\). For the 20 nm slit this limit is 0.209, rather than the 0.246 of (7). A source confined to the pupil does not reach that limit when \(u\ll1\).

## Why the assist is still useful, and when isolation fails

Beside a main feature, amplitudes add before the intensity is formed. If the main slit gives a real amplitude \(E_m\) at its centre and the assists add a real amplitude \(\delta\), the change there is

\[
\Delta I=(E_m+\delta)^2-E_m^2=2E_m\delta+\delta^2. \tag{10}
\]

For two assists at distances \(\pm d\), equation (2) gives \(\delta\simeq4u\operatorname{sinc}(2d/R)\), where \(u\) refers to one assist. The useful change is linear in assist width while \(\delta\ll E_m\), whereas the peak intensity of an isolated assist is quadratic. A narrow assist can therefore still act on its neighbour when its own isolated peak is very small. Beside the main feature the intensity at the assist is no longer purely quadratic in its width, because the amplitude of the main feature adds a constant and a linear term.

Place assists at \(d=200\) nm from an 80 nm main slit. Then \(2d/R=2.5\) and \(\operatorname{sinc}(2.5)=0.127\). For 10 nm assists, \(\delta\simeq4(0.0625)(0.127)=0.032\). With \(E_m=0.873\), equation (10) predicts a gain of about 0.057; direct quadrature gives 0.056. Doubling the assist width to 20 nm doubles the gain to 0.112, while the isolated assist peak nearly quadruples.

The sign depends on position. Under on-axis light, \(\operatorname{sinc}(2d/R)\) is negative for \(R/2<d<R\), so narrow assists there reduce the main intensity. It is positive for \(R<d<3R/2\), which contains the chosen distance. These signs hold at best focus. Defocus changes the relative phase of the two amplitudes and can turn a gain into a loss: with 20 nm assists at 200 nm and a quadratic phase reaching \(\pi\) at the pupil edge, the main centre falls from 0.339 without assists to 0.309 with them. An assist position must therefore be checked through the whole focus range.

The same interference acts at the assist. There the main slit contributes 0.082 and the 20 nm assist 0.248. The other assist is 400 nm away, where (2) gives \(\operatorname{sinc}5=0\). The intensity is therefore about \((0.082+0.248)^2=0.109\), well above the isolated value of 0.061. It remains below 0.30, but the isolated-slit calculation alone would have missed most of a factor of two.

## What to do in practice

Within the model, (8) gives a first width limit. The complete layout must then be checked. If the surrounding features produce an amplitude of magnitude at most \(B\) near the assist at every focus setting considered, coherent on-axis imaging gives \(|E|\le B+2u\). A sufficient condition is then

\[
w<\frac{R}{2}\left(\sqrt T-B\right),\qquad B<\sqrt T. \tag{11}
\]

Include the dose margin. Since \(T\) is measured relative to the clear field, raising the dose by 10% divides it by 1.1. The limit (8) in the example then falls from 43.8 to \(43.8/\sqrt{1.1}=41.8\) nm. Include mask width errors as well: for an isolated slit in the square-law regime, a small relative width error produces about twice that relative error in peak intensity. Beside other features the amplitudes add, and the factor is different.

Three features of the mask require a new estimate:

- **Thick masks and very narrow openings.** Near a real opening the transmitted field can differ from the thin-mask field. If it is confined to a region much narrower than \(R\), its leading peak amplitude is \((2/R)\left|\int t\,dx\right|\), provided that positive and negative parts of the integral do not nearly cancel. The integrated field then replaces \(w\), and it need not be proportional to the drawn width. This concerns the example itself: with a fourfold reduction, a 20 nm slit at wafer scale is an 80 nm opening on the mask, much narrower than the 200 nm wavelength. The transmitted field then depends on polarization, and neither the square law nor (8) is assured.
- **Transmitting backgrounds.** If the background has amplitude \(-a\) instead of zero, the transmission is \(-a\) plus \((1+a)\) times the slit. The centre amplitude is \(-a+(1+a)E(0)\), with \(E(0)\) from (3), and its square is not proportional to \(w^2\).
- **Short slits.** If the length is also well below \(R\), the amplitude is proportional to the area of the opening. Shrinking both sides together then makes the peak intensity fall as the fourth power of size.

The threshold model does not describe partial resist loss below \(T\), and the scalar model omits polarization. The model also lets the lens change only the phase. A reduction lens of high aperture that conserves energy strengthens the steeply inclined waves relative to the axial one, which can raise the peak of a narrow slit above \(4u^2\). Conditions (8) and (11) are therefore guarantees only within the model, and these effects need separate assessment before either is applied to a real process. The numerical output below gives the remaining values for the example.

## Calculated quantities

```
wavelength = 200 nm, NA = 1.25
resolution length R = 160.0 nm
resist threshold / clear field = 0.30
Isolated slit: w in nm; E, I and 4u^2 relative to clear field
 w=5: u=0.03125 E=0.0625 I=0.00390 4u^2=0.00391 exponent=1.998
 w=10: u=0.06250 E=0.1247 I=0.01556 4u^2=0.01562 exponent=1.991
 w=20: u=0.12500 E=0.2479 I=0.06144 4u^2=0.06250 exponent=1.966
 w=30: u=0.18750 E=0.3678 I=0.13531 4u^2=0.14062 exponent=1.923
 w=40: u=0.25000 E=0.4832 I=0.23346 4u^2=0.25000 exponent=1.863
 w=80: u=0.50000 E=0.8727 I=0.76153 4u^2=1.00000 exponent=1.459
I(20 nm) / I(10 nm) = 3.949
image full width at half peak, w=10 nm: 70.94 nm
image full width at half peak, w=20 nm: 71.13 nm
image full width at half peak, w=40 nm: 71.93 nm
collected power fraction, w=10 nm: 0.1243
collected power fraction, w=20 nm: 0.2455
Peak if slit points radiated independently (clear field = 1)
 w=10 nm: 0.1245
 w=20 nm: 0.2458
 w=30 nm: 0.3609
 w=40 nm: 0.4674
huge-source peak, w=20 nm: 0.2448
sufficient non-printing width = 43.82 nm
coherent threshold width = 45.83 nm
independent-radiator threshold width = 24.63 nm
peak, w=20 nm, pupil-edge phase 0.5 pi: 0.04923
peak, w=20 nm, pupil-edge phase 1.0 pi: 0.02442
peak, w=20 nm, pupil-edge phase 2.0 pi: 0.01069
disc source sigma = 0.6: I/(4u^2) at w=1 nm = 0.9100
disc source peaks, w=10 and 20 nm: 0.01415, 0.05572
disc source exponent from 10 to 20 nm = 1.978
main slit 80 nm alone: I = 0.7615
two assists at +/-200 nm: gain at main centre
 assist w=5 nm: gain = 0.02799
 assist w=10 nm: gain = 0.05621
 assist w=20 nm: gain = 0.11222
main-slit amplitude at assist centre = 0.0817
intensity at 20 nm assist centre = 0.1086
largest intensity within 40 nm of that centre = 0.1091
```
